# Zero-Bias Permittivity Alone Does Not Rank DRAM Films by Stored Charge: verification in Python

```python
"""
Result under test: the charge stored in a capacitor is the integral of its
small-signal capacitance over voltage, so a film with the higher zero-bias
permittivity can store less charge than a less tunable film.
Film A: D = eps0*kb*E + Ps*tanh(E/Es), zero-bias permittivity kb + delta,
        delta = Ps/(eps0*Es).  Film B: D = eps0*kB*E.
r = (kB-kb)/delta.  Permittivities cross at E = Es*arcosh(1/sqrt(r));
charges cross at E = Es*x with tanh(x)/x = r; read signals cross in between.
Units: E in MV/cm, D in uC/cm2, thickness in nm, V in volt, Q in fC, C in fF.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

EPS = sc.epsilon_0 * 1e10          # uC/cm2 per MV/cm
kb, delta, Es, kB = 28.0, 24.0, 0.4, 40.0
d, VDD, area, CBL, T0 = 5.0, 1.1, 0.15, 40.0, 300.0
Ps = EPS * delta * Es
V = VDD / 2
E = 10 * V / d                     # 1 V/nm = 10 MV/cm


def D_A(field, width=Es, ps=Ps):
    return EPS * kb * field + ps * np.tanh(field / width)


def D_B(field):
    return EPS * kB * field


# --- two-state dipoles: explicit sum over all configurations -------------
N_UNITS = 8
moments = np.array([sum(s) for s in
                    itertools.product((-1, 1), repeat=N_UNITS)], float)


def dipole_statistics(x):
    w = np.exp(x * moments - N_UNITS * abs(x))
    w /= w.sum()
    mean = (w * moments).sum()
    var = (w * (moments - mean) ** 2).sum()
    return mean / N_UNITS, var / N_UNITS


def kappa_fluct(field):
    """Small-signal permittivity of film A from dipole fluctuations."""
    return kb + delta * dipole_statistics(field / Es)[1]


def charge_from_kappa(field):
    return EPS * quad(kappa_fluct, 0, field, epsabs=1e-11)[0]


for f in (0.1, 0.5, 1.1, 2.0):
    assert abs(dipole_statistics(f / Es)[0] - np.tanh(f / Es)) < 1e-12
    assert abs(kappa_fluct(f) - kb - delta / np.cosh(f / Es)**2) < 1e-9
    assert abs(charge_from_kappa(f) - D_A(f)) < 1e-8


# --- crossovers: formulas against direct numerical search ----------------
def x_charge(ratio):
    return brentq(lambda x: np.tanh(x) / x - ratio, 1e-6, 1 / ratio + 1)


def x_kappa(ratio):
    return np.arccosh(1 / np.sqrt(ratio))


r = (kB - kb) / delta
E_c, E_star = Es * x_kappa(r), Es * x_charge(r)
V_c, V_star = E_c * d / 10, E_star * d / 10
h = 1e-4
slope_gap = lambda f: (D_A(f + h) - D_A(f - h)) / (2 * h) - EPS * kB
assert abs(brentq(slope_gap, 0.02, 1.5) - E_c) < 1e-6
charge_gap = lambda f: charge_from_kappa(f) - D_B(f)
assert abs(brentq(charge_gap, 0.1, 2.0) - E_star) < 1e-6
signs = np.sign([charge_gap(f) for f in np.linspace(0.05, 3, 40)])
assert signs[0] > 0 and np.count_nonzero(np.diff(signs)) == 1
for ratio in np.linspace(0.05, 0.95, 19):
    assert x_kappa(ratio) < x_charge(ratio)


# --- ceiling set by the saturating polarization --------------------------
def charge_narrow(width, ps):
    """Integrate the small-signal response of a peak of given width."""
    f = lambda e: EPS * kb + ps / width / np.cosh(e / width) ** 2
    cut = min(8 * width, E)
    return quad(f, 0, cut)[0] + (quad(f, cut, E)[0] if cut < E else 0.0)


Ps_needed = EPS * (kB - kb) * E
for width in (0.4, 0.1, 0.02, 0.004):
    assert charge_narrow(width, 0.95 * Ps_needed) < D_B(E)
assert charge_narrow(0.02, 1.05 * Ps_needed) > D_B(E)
Es_crit = E / x_charge(r)
for factor, a_wins in ((0.95, False), (1.05, True)):
    w = factor * Es_crit
    assert (charge_narrow(w, EPS * delta * w) > D_B(E)) == a_wins


# --- read signal by charge sharing with the bitline ----------------------
def Q(film, volt):
    return 10 * area * film(10 * volt / d)


def signal(film, volt, cbl=CBL):
    return brentq(lambda v: cbl * v + Q(film, v) - Q(film, volt),
                  0, volt, xtol=1e-14)


def signal_gap(volt, cbl=CBL):
    return signal(D_A, volt, cbl) - signal(D_B, volt, cbl)


grid = np.linspace(0.03, 1.2, 150)
for cbl in (2.0, 10.0, 40.0, 200.0):
    s = np.sign([signal_gap(v, cbl) for v in grid])
    change = np.flatnonzero(np.diff(s))
    assert len(change) == 1 and s[0] > 0
    root = brentq(signal_gap, grid[change[0]], grid[change[0] + 1],
                  args=(cbl,))
    assert V_c < root < V_star
    if cbl == CBL:
        V_signal = root
sA, sB = signal(D_A, V), signal(D_B, V)

# --- neglected effects ---------------------------------------------------
drop = 0.05                        # fall of film B permittivity at E
DB_tun = EPS * quad(lambda f: kB * (1 - drop * (f / E) ** 2), 0, E)[0]
drop_reversal = 3 * (1 - D_A(E) / D_B(E))


def field_A(disp):
    return brentq(lambda f: D_A(f) - disp, 0, 50)


def field_B(disp):
    return disp / (EPS * kB)


d_i, k_i = 0.5, 20.0               # series interface layer


def with_layer(field_of, volt):
    return brentq(lambda q: d * field_of(q) / 10
                  + d_i * q / (10 * EPS * k_i) - volt, 0, 20)


LA, LB = with_layer(field_A, V), with_layer(field_B, V)
V_star_layer = V_star + d_i * D_B(E_star) / (10 * EPS * k_i)
assert abs(with_layer(field_A, V_star_layer)
           - with_layer(field_B, V_star_layer)) < 1e-8

r_in = 15.0                        # coaxial capacitor, inner radius in nm
nodes, weights = np.polynomial.legendre.leggauss(12)
radii = r_in + d * (nodes + 1) / 2


def coaxial(field_of):
    def excess(q):
        e = np.array([field_of(q * r_in / rad) for rad in radii])
        return (weights * e).sum() * d / 20 - V
    return brentq(excess, 0.1, 20)


CA, CB = coaxial(field_A), coaxial(field_B)
assert abs(CB - EPS * kB * 10 * V / (r_in * np.log(1 + d / r_in))) < 1e-8

T_hot = 358.15
Es_hot = Es * T_hot / T0
DA_hot = D_A(E, Es_hot)
k0_hot = kb + Ps / (EPS * Es_hot)
assert DB_tun > D_A(E) and LA < LB and CA < CB and DA_hot < D_B(E)

phi, m_rel, t_ref = 1.8, 0.3, 0.064    # barrier eV, mass ratio, refresh s
kT = sc.k * T0 / sc.e


def action(ex):
    """WKB exponent for a trapezoidal barrier; ex = energy above E_F, eV."""
    top = phi - ex
    c = np.sqrt(2 * m_rel * sc.m_e * sc.e) / sc.hbar * d * 1e-9
    return 2 * c * (2 / 3) * (top ** 1.5 - (top - V) ** 1.5) / V


c0 = np.sqrt(2 * m_rel * sc.m_e * sc.e) / sc.hbar * d * 1e-9
assert abs(action(0) - 2 * c0 * quad(lambda u: np.sqrt(phi - V * u),
                                    0, 1)[0]) < 1e-7
supply = lambda ex: kT * (np.logaddexp(0, -ex / kT)
                          - np.logaddexp(0, -(ex + V) / kT))
integral = quad(lambda ex: np.exp(action(0) - action(ex)) * supply(ex),
                -1.5, 1.2, points=[-V, 0], limit=200)[0]
J_tun = (sc.e * sc.m_e * sc.e ** 2 / (2 * np.pi ** 2 * sc.hbar ** 3)
         * integral * np.exp(-action(0)) * 1e-4)      # A/cm2
gap = D_B(E) - D_A(E)
J_gap = gap * 1e-6 / t_ref
E_bd = 4.0                         # rough breakdown field, MV/cm

# --- printed numbers -----------------------------------------------------
p_dip = sc.k * T0 / (Es * 1e8) / sc.e * 1e9
V_low = 0.25
E_low = 10 * V_low / d
kA_E = kappa_fluct(E)
print(f"Inputs: d = {d} nm, VDD = {VDD} V, area = {area} um2, "
      f"bitline = {CBL} fF, T = {T0} K")
print(f"Film A: kb = {kb}, delta = {delta}, Es = {Es} MV/cm; "
      f"film B: kB = {kB}")
print(f"Film A zero-bias permittivity = {kb + delta:.1f}")
print(f"Film A saturating polarization Ps = {Ps:.3f} uC/cm2")
print(f"Film A dipole moment kT/Es = {p_dip:.3f} e nm")
print(f"eps0 = {EPS:.5f} uC/cm2 per MV/cm")
print(f"Operating voltage = {V:.3f} V, field = {E:.3f} MV/cm, "
      f"x = E/Es = {E/Es:.3f}")
print(f"Film A permittivity at operating field = {kA_E:.2f}")
print(f"Film A mean permittivity over window = {D_A(E)/(EPS*E):.2f}")
print(f"Charge at operating voltage: A = {D_A(E):.3f}, "
      f"B = {D_B(E):.3f} uC/cm2")
print(f"Charge ratio A/B = {D_A(E)/D_B(E):.4f}, gap = {gap:.3f} uC/cm2")
print(f"Swing between 1 and 0: A = {2*D_A(E):.3f}, "
      f"B = {2*D_B(E):.3f} uC/cm2")
print(f"Cell charge: A = {Q(D_A, V):.3f}, B = {Q(D_B, V):.3f} fC")
print(f"Film A by C(0)V = {EPS*(kb+delta)*E:.3f}, "
      f"by C(V)V = {EPS*kA_E*E:.3f} uC/cm2")
print(f"Charge at {V_low} V: A = {D_A(E_low):.3f}, "
      f"B = {D_B(E_low):.3f} uC/cm2")
print(f"Ratio r = {r:.3f}, x_c = {x_kappa(r):.4f}, "
      f"x_star = {x_charge(r):.4f}")
print(f"Permittivity crossover: {E_c:.3f} MV/cm, {V_c:.3f} V")
print(f"Charge crossover: {E_star:.3f} MV/cm, {V_star:.3f} V")
print(f"Read-signal crossover: {V_signal:.3f} V")
print(f"Read signal: A = {1e3*sA:.1f}, B = {1e3*sB:.1f} mV, "
      f"ratio = {sA/sB:.4f}")
print(f"Charge left in cell after read: A = {Q(D_A, sA):.3f}, "
      f"B = {Q(D_B, sB):.3f} fC")
print(f"Ceiling of film A charge = {EPS*kb*E+Ps:.3f} uC/cm2")
print(f"Ps below which A must lose = {Ps_needed:.3f} uC/cm2")
print(f"Same Ps, Es = {Es/10:.2f} MV/cm: zero-bias permittivity = "
      f"{kb+10*delta:.0f}, charge = {charge_narrow(Es/10, Ps):.3f} uC/cm2")
print(f"Es above which A wins (same delta) = {Es_crit:.3f} MV/cm")
print(f"B tunable by {100*drop:.0f} % at edge: charge = "
      f"{DB_tun:.3f} uC/cm2")
print(f"B edge drop that would equalize charge = {100*drop_reversal:.1f} %")
print(f"Interface layer {d_i} nm, permittivity {k_i}: A = {LA:.3f}, "
      f"B = {LB:.3f} uC/cm2")
print(f"Charge crossover with interface layer = {V_star_layer:.3f} V")
print(f"Coaxial, inner radius {r_in} nm, charge on inner electrode: "
      f"A = {CA:.3f}, B = {CB:.3f} uC/cm2, ratio = {CA/CB:.4f}")
print(f"At {T_hot} K: A zero-bias permittivity = {k0_hot:.1f}, "
      f"charge = {DA_hot:.3f} uC/cm2")
print(f"Tunnelling inputs: barrier {phi} eV, mass {m_rel} m_e, "
      f"refresh {1e3*t_ref:.0f} ms")
print(f"Direct tunnelling current = {J_tun:.1e} A/cm2, loss per refresh "
      f"= {J_tun*t_ref*1e6:.1e} uC/cm2")
print(f"Leakage that would remove the A-B gap = {J_gap:.1e} A/cm2")
print(f"Operating field / rough breakdown field ({E_bd} MV/cm) = "
      f"{E/E_bd:.3f}")
print("success")
```

Output:

```
Inputs: d = 5.0 nm, VDD = 1.1 V, area = 0.15 um2, bitline = 40.0 fF, T = 300.0 K
Film A: kb = 28.0, delta = 24.0, Es = 0.4 MV/cm; film B: kB = 40.0
Film A zero-bias permittivity = 52.0
Film A saturating polarization Ps = 0.850 uC/cm2
Film A dipole moment kT/Es = 0.646 e nm
eps0 = 0.08854 uC/cm2 per MV/cm
Operating voltage = 0.550 V, field = 1.100 MV/cm, x = E/Es = 2.750
Film A permittivity at operating field = 28.39
Film A mean permittivity over window = 36.66
Charge at operating voltage: A = 3.570, B = 3.896 uC/cm2
Charge ratio A/B = 0.9164, gap = 0.326 uC/cm2
Swing between 1 and 0: A = 7.140, B = 7.792 uC/cm2
Cell charge: A = 5.355, B = 5.844 fC
Film A by C(0)V = 5.065, by C(V)V = 2.765 uC/cm2
Charge at 0.25 V: A = 1.961, B = 1.771 uC/cm2
Ratio r = 0.500, x_c = 0.8814, x_star = 1.9150
Permittivity crossover: 0.353 MV/cm, 0.176 V
Charge crossover: 0.766 MV/cm, 0.383 V
Read-signal crossover: 0.304 V
Read signal: A = 100.4, B = 115.4 mV, ratio = 0.8700
Charge left in cell after read: A = 1.338, B = 1.226 fC
Ceiling of film A charge = 3.577 uC/cm2
Ps below which A must lose = 1.169 uC/cm2
Same Ps, Es = 0.04 MV/cm: zero-bias permittivity = 268, charge = 3.577 uC/cm2
Es above which A wins (same delta) = 0.574 MV/cm
B tunable by 5 % at edge: charge = 3.831 uC/cm2
B edge drop that would equalize charge = 25.1 %
Interface layer 0.5 nm, permittivity 20.0: A = 3.123, B = 3.247 uC/cm2
Charge crossover with interface layer = 0.460 V
Coaxial, inner radius 15.0 nm, charge on inner electrode: A = 4.135, B = 4.514 uC/cm2, ratio = 0.9161
At 358.15 K: A zero-bias permittivity = 48.1, charge = 3.560 uC/cm2
Tunnelling inputs: barrier 1.8 eV, mass 0.3 m_e, refresh 64 ms
Direct tunnelling current = 1.4e-07 A/cm2, loss per refresh = 9.3e-03 uC/cm2
Leakage that would remove the A-B gap = 5.1e-06 A/cm2
Operating field / rough breakdown field (4.0 MV/cm) = 0.275
success
```
